# How large a gap does an ambipolar two-dimensional channel need?: a program that tests the result

```python
"""Least gap of an ambipolar two-dimensional channel for a given on-off ratio.

Result under test: at small drain bias the least current is activated over half
the gap, so ratio = C exp(gap / 2kT) and gap = 2kT ln(ratio / C), where
C = (m_n/m_p)^(1/4) F_{-1/2}(eta_on) / 2. The simple estimate has C = 1.
m_n, m_p: transverse electron and hole masses; eta_on: on-state Fermi level
above the conduction edge divided by kT; F_j: normalised Fermi integrals.
Energies are in eV from midgap, lengths in nm, conductances in siemens.
The direct side sums the Landauer current over transverse modes and searches
for the least current; the formula side uses the closed expressions.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, gamma

K_B = const.k / const.e
HBAR2 = const.hbar**2 / (const.m_e * const.e) * 1e18   # eV nm^2
G0 = 2 * const.e**2 / const.h

# Rough inputs in the regime of few-layer black phosphorus
temperature = 300.0
hot_temperature = 273.15 + 85.0
target_ratio = 1e4
mass_light = 0.15
mass_n = 1.2
mass_p = 0.9
width = 1000.0
channel_length = 20.0
on_level = 0.05
small_bias = 1e-4
large_bias = 0.2
contact_resistance = 1000.0      # ohm, for a width of 1 micrometre
permittivity = 16.0
contrast_gap = 0.25

mode_k = 2 * np.pi / width * np.arange(-1000, 1001)


def band_edges(k, gap):
    """Conduction and valence edges of the mode with transverse wavenumber k."""
    return (gap / 2 + HBAR2 * k**2 / (2 * mass_n),
            -gap / 2 - HBAR2 * k**2 / (2 * mass_p))


def current(source, bias, gap, temp):
    """Landauer current in ampere, both bands, summed over discrete modes."""
    kt = K_B * temp
    upper, lower = band_edges(mode_k, gap)
    drain = source - bias

    def softplus(x):
        return np.logaddexp(0.0, x)

    electrons = softplus((source - upper) / kt) - softplus((drain - upper) / kt)
    holes = softplus((lower - drain) / kt) - softplus((lower - source) / kt)
    return G0 * kt * np.sum(electrons + holes)


def least_current(bias, gap, temp):
    """Search for the least current; return source level and current."""
    found = minimize_scalar(
        lambda s: np.log(current(s, bias, gap, temp)),
        bounds=(bias / 2 - 0.05, bias / 2 + 0.05), method="bounded",
        options={"xatol": 1e-8})
    return found.x, np.exp(found.fun)


def direct_ratio(gap, bias, level, temp):
    on = current(gap / 2 + level, bias, gap, temp)
    return on / least_current(bias, gap, temp)[1]


def direct_gap(bias, level, temp):
    return brentq(lambda g: np.log(direct_ratio(g, bias, level, temp)
                                   / target_ratio), 0.3, 1.2, xtol=1e-8)


def fermi_minus_half(eta):
    top = np.sqrt(max(eta, 0.0) + 50.0)
    value = quad(lambda t: 2 * t**2 * expit(eta - t**2) * expit(t**2 - eta),
                 0, top, limit=200)[0]
    return value / gamma(1.5)


def fermi_plus_half(eta):
    top = np.sqrt(max(eta, 0.0) + 50.0)
    value = quad(lambda t: 2 * t**2 * expit(eta - t**2), 0, top, limit=200)[0]
    return value / gamma(1.5)


def thermal_modes(mass, temp):
    """Channel width divided by the thermal wavelength."""
    return width * np.sqrt(mass * K_B * temp / (2 * np.pi * HBAR2))


def prefactor(level, temp):
    return (mass_n / mass_p)**0.25 * fermi_minus_half(level / (K_B * temp)) / 2


def formula_gap(level, temp):
    return 2 * K_B * temp * np.log(target_ratio / prefactor(level, temp))


def formula_gap_biased(bias, level, temp):
    kt = K_B * temp
    on = fermi_plus_half(level / kt) - fermi_plus_half((level - bias) / kt)
    off = 4 * np.sinh(bias / (2 * kt)) * (mass_p / mass_n)**0.25
    return 2 * kt * np.log(target_ratio * off / on)


kt = K_B * temperature
simple_gap = 2 * kt * np.log(target_ratio)
assert round(simple_gap, 2) == 0.48

# On-state conductance and the position and size of the least conductance
gap = formula_gap(on_level, temperature)
g_on = current(gap / 2 + on_level, small_bias, gap, temperature) / small_bias
g_on_formula = (G0 * thermal_modes(mass_n, temperature)
                * fermi_minus_half(on_level / kt))
assert abs(g_on / g_on_formula - 1) < 3e-3     # finite small bias
off_level, i_off = least_current(small_bias, gap, temperature)
g_off = i_off / small_bias
g_off_formula = (2 * G0 * np.sqrt(thermal_modes(mass_n, temperature)
                 * thermal_modes(mass_p, temperature)) * np.exp(-gap / (2 * kt)))
level_formula = kt / 4 * np.log(mass_p / mass_n)
assert abs(g_off / g_off_formula - 1) < 1e-3
assert abs(off_level - small_bias / 2 - level_formula) < 2e-5

# Activation energy from the temperature dependence of the least conductance
temps = np.array([290.0, 310.0])
logs = [np.log(least_current(small_bias, gap, t)[1] / np.sqrt(t)) for t in temps]
activation = -(logs[1] - logs[0]) / np.diff(1 / (K_B * temps))[0]
assert abs(activation / (gap / 2) - 1) < 2e-3

# Required gap from the direct ratio, and the on level that makes C equal one
gap_direct = direct_gap(small_bias, on_level, temperature)
assert abs(gap_direct - gap) < 3e-4
edge_gap = formula_gap(0.0, temperature)
assert abs(direct_gap(small_bias, 0.0, temperature) - edge_gap) < 3e-4
unit_level = brentq(lambda e: prefactor(e, temperature) - 1, 0.0, 0.2)
unit_ratio = direct_ratio(simple_gap, small_bias, unit_level, temperature)
assert abs(unit_ratio / target_ratio - 1) < 5e-3

# Temperature of use
hot_gap = formula_gap(on_level, hot_temperature)
assert abs(direct_gap(small_bias, on_level, hot_temperature) - hot_gap) < 5e-4
hot_ratio = direct_ratio(gap, small_bias, on_level, hot_temperature)
assert hot_ratio < target_ratio

# Drain bias
biased_gap = formula_gap_biased(large_bias, on_level, temperature)
assert abs(direct_gap(large_bias, on_level, temperature) - biased_gap) < 5e-4
biased_ratio = direct_ratio(gap, large_bias, on_level, temperature)
assert biased_gap > gap

# Series contact resistance


def ratio_with_contacts(trial_gap):
    on = current(trial_gap / 2 + on_level, small_bias, trial_gap, temperature)
    off = least_current(small_bias, trial_gap, temperature)[1]
    return ((small_bias / off + contact_resistance)
            / (small_bias / on + contact_resistance))


contact_gap = brentq(lambda g: np.log(ratio_with_contacts(g) / target_ratio),
                     0.3, 1.2, xtol=1e-8)
contact_factor = 1 + contact_resistance * g_on_formula
assert abs(contact_gap - gap - 2 * kt * np.log(contact_factor)) < 5e-4

# Tunnelling through the gap, two-band decay constant
hbar_v = np.sqrt(gap * HBAR2 / (2 * mass_light))


def two_band_top(k):
    return np.linalg.eigvalsh([[gap / 2, hbar_v * k], [hbar_v * k, -gap / 2]])[1]


step = 0.01
curvature = 2 * (two_band_top(step) - two_band_top(0.0)) / step**2
assert abs(HBAR2 / curvature / mass_light - 1) < 5e-3
decay_midgap = gap / (2 * hbar_v)
trial_energy = 0.3 * gap
trial_decay = np.sqrt((gap / 2)**2 - trial_energy**2) / hbar_v
coupling = 1j * hbar_v * trial_decay
levels = np.linalg.eigvals(np.array([[gap / 2, coupling], [coupling, -gap / 2]]))
assert np.min(np.abs(levels - trial_energy)) < 1e-9
k_top = 4.0


def tunnel_conductance(length):
    """Conductance carried at energies inside the gap of each mode."""
    k = np.linspace(0, k_top, 401)[:, None]
    angle = np.linspace(0, np.pi / 2, 1001)[None, :]
    upper, lower = band_edges(k, gap)
    span = upper - lower
    energy = lower + span * np.sin(angle)**2
    root = span * np.sin(angle) * np.cos(angle)
    x = (energy - level_formula) / kt
    thermal_weight = expit(x) * expit(-x) / kt
    integrand = thermal_weight * np.exp(-2 * length * root / hbar_v) * 2 * root
    per_mode = trapezoid(integrand, angle[0], axis=1)
    return G0 * width / np.pi * trapezoid(per_mode, k[:, 0])


all_modes = G0 * width * k_top / np.pi
assert abs((tunnel_conductance(0.0) + g_off) / all_modes - 1) < 1e-4
tunnel_share = tunnel_conductance(channel_length) / g_off
equal_length = brentq(lambda d: np.log(tunnel_conductance(d) / g_off), 2.0, 30.0)
assert equal_length < channel_length

# On-state charge and field in the gate insulator
density = (np.sqrt(mass_light * mass_n) * kt / (np.pi * HBAR2)
           * np.log1p(np.exp(on_level / kt)))
kx = np.linspace(-2.5, 2.5, 501)[:, None]
ky = np.linspace(-6.0, 6.0, 1201)[None, :]
kinetic = HBAR2 / 2 * (kx**2 / mass_light + ky**2 / mass_n)
filled = expit((on_level - kinetic) / kt)
density_sum = (2 * np.sum(filled) * (kx[1, 0] - kx[0, 0])
               * (ky[0, 1] - ky[0, 0]) / (2 * np.pi)**2)
assert abs(density_sum / density - 1) < 1e-3
field = const.e * density * 1e18 / (const.epsilon_0 * permittivity) / 1e8

print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kt:.5f} eV")
print(f"target on-off ratio: {target_ratio:.0f}")
print(f"ln of target ratio: {np.log(target_ratio):.4f}")
print(f"simple least gap, C = 1: {simple_gap:.4f} eV")
print(f"simple least gap: {simple_gap * const.e / const.physical_constants['Hartree energy'][0]:.5f} hartree")
print(f"gap change for a factor 2 in C: {2 * kt * np.log(2):.4f} eV")
print(f"gap change per decade of ratio: {2 * kt * np.log(10):.4f} eV")
print(f"contrast gap: {contrast_gap:.2f} eV")
print(f"simple ratio at contrast gap: {np.exp(contrast_gap / (2 * kt)):.0f}")
print(f"light mass along current: {mass_light:.2f} electron masses")
print(f"transverse electron mass: {mass_n:.2f} electron masses")
print(f"transverse hole mass: {mass_p:.2f} electron masses")
print(f"channel width: {width / 1000:.1f} micrometre")
print(f"channel length: {channel_length:.0f} nm")
print(f"on-state level above edge: {on_level:.3f} eV")
print(f"eta in on state: {on_level / kt:.3f}")
print(f"F_-1/2 in on state: {fermi_minus_half(on_level / kt):.4f}")
print(f"prefactor C: {prefactor(on_level, temperature):.4f}")
print(f"least gap with prefactor, formula: {gap:.4f} eV")
print(f"least gap, direct mode sum: {gap_direct:.4f} eV")
print(f"least gap if on level is at the edge: {edge_gap:.4f} eV")
print(f"on level that makes C = 1: {unit_level:.4f} eV")
print(f"direct ratio at simple gap, that level: {unit_ratio:.0f}")
print(f"thermal modes W/lambda, electrons: {thermal_modes(mass_n, temperature):.1f}")
print(f"thermal modes W/lambda, holes: {thermal_modes(mass_p, temperature):.1f}")
print(f"on conductance: {g_on * 1e3:.2f} mS")
print(f"least conductance, direct: {g_off * 1e6:.3f} microsiemens")
print(f"least conductance, formula: {g_off_formula * 1e6:.3f} microsiemens")
print(f"Fermi level at minimum, formula: {level_formula * 1e3:.2f} meV")
print(f"activation energy from slope: {activation:.4f} eV")
print(f"half of the gap: {gap / 2:.4f} eV")
print(f"hot temperature: {hot_temperature:.2f} K")
print(f"on-off ratio when hot, same gap: {hot_ratio:.0f}")
print(f"least gap when hot: {hot_gap:.4f} eV")
print(f"larger drain bias: {large_bias:.2f} V")
print(f"on-off ratio at that bias, same gap: {biased_ratio:.0f}")
print(f"least gap at that bias: {biased_gap:.4f} eV")
print(f"total contact resistance: {contact_resistance:.0f} ohm micrometre")
print(f"ballistic on resistance: {1 / g_on:.1f} ohm")
print(f"on-current loss factor from contacts: {contact_factor:.1f}")
print(f"on-off ratio with contacts, same gap: {ratio_with_contacts(gap):.0f}")
print(f"least gap with contacts: {contact_gap:.4f} eV")
print(f"midgap decay constant: {decay_midgap:.4f} per nm")
print(f"tunnel/thermal leakage at channel length: {tunnel_share:.3e}")
print(f"length where tunnel = thermal leakage: {equal_length:.2f} nm")
print(f"on-state electron density: {density * 1e14:.3e} per cm2")
print(f"insulator relative permittivity: {permittivity:.0f}")
print(f"insulator field in on state: {field:.2f} MV/cm")
print("done: every assertion held")
```

Running it gives:

```
temperature: 300 K
thermal energy kT: 0.02585 eV
target on-off ratio: 10000
ln of target ratio: 9.2103
simple least gap, C = 1: 0.4762 eV
simple least gap: 0.01750 hartree
gap change for a factor 2 in C: 0.0358 eV
gap change per decade of ratio: 0.1191 eV
contrast gap: 0.25 eV
simple ratio at contrast gap: 126
light mass along current: 0.15 electron masses
transverse electron mass: 1.20 electron masses
transverse hole mass: 0.90 electron masses
channel width: 1.0 micrometre
channel length: 20 nm
on-state level above edge: 0.050 eV
eta in on state: 1.934
F_-1/2 in on state: 1.4366
prefactor C: 0.7719
least gap with prefactor, formula: 0.4896 eV
least gap, direct mode sum: 0.4896 eV
least gap if on level is at the edge: 0.5343 eV
on level that makes C = 1: 0.0781 eV
direct ratio at simple gap, that level: 9997
thermal modes W/lambda, electrons: 254.5
thermal modes W/lambda, holes: 220.4
on conductance: 28.32 mS
least conductance, direct: 2.833 microsiemens
least conductance, formula: 2.833 microsiemens
Fermi level at minimum, formula: -1.86 meV
activation energy from slope: 0.2448 eV
half of the gap: 0.2448 eV
hot temperature: 358.15 K
on-off ratio when hot, same gap: 1947
least gap when hot: 0.5906 eV
larger drain bias: 0.20 V
on-off ratio at that bias, same gap: 397
least gap at that bias: 0.6565 eV
total contact resistance: 1000 ohm micrometre
ballistic on resistance: 35.3 ohm
on-current loss factor from contacts: 29.3
on-off ratio with contacts, same gap: 342
least gap with contacts: 0.6643 eV
midgap decay constant: 0.6942 per nm
tunnel/thermal leakage at channel length: 1.219e-02
length where tunnel = thermal leakage: 6.62 nm
on-state electron density: 9.480e+12 per cm2
insulator relative permittivity: 16
insulator field in on state: 1.07 MV/cm
done: every assertion held
```
